# Oxygen relaxation in a one-sided film and its surface-limited rate: a numerical check

```python
"""
Oxygen relaxation in a film, one face blocked and one exchanging.
Result under test: with h = k L / D and beta tan(beta) = h,
  M(t) = sum A_n exp(-beta_n^2 D t/L^2),
  A_n = 2 h^2 / (beta_n^2 (beta_n^2 + h^2 + h)),
and 0 <= M(t) - exp(-k t/L) <= 4 h/(pi^2 e) for all t.
M: mean normalized departure from equilibrium; k: exchange coefficient;
D: chemical diffusion coefficient; L: thickness; s = D t/L^2.
The independent road is a finite-volume balance, diagonalized numerically.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

CELLS = 400


def roots(h, count=60):
    """Positive roots of beta tan(beta) = h, one per interval."""
    def condition(b):
        return b * np.sin(b) - h * np.cos(b)
    return np.array([brentq(condition, n * np.pi, (n + 0.5) * np.pi,
                            xtol=1e-15, rtol=1e-14) for n in range(count)])


def weights(h, beta):
    return 2 * h**2 / (beta**2 * (beta**2 + h**2 + h))


def finite_volume(h):
    """Decay rates, modes and mean-content weights in units of D/L^2."""
    diagonal = np.full(CELLS, 2.0 * CELLS**2)
    diagonal[0] = CELLS**2
    # Half a cell of diffusion in series with surface exchange.
    conductance = 1 / (1 / h + 1 / (2 * CELLS))
    diagonal[-1] = CELLS**2 + CELLS * conductance
    rates, modes = eigh_tridiagonal(diagonal, np.full(CELLS - 1, -1.0 * CELLS**2))
    overlap = modes.sum(axis=0)
    return rates, modes, overlap, overlap**2 / CELLS


# Series solution against the discretized balance.
centres = (np.arange(CELLS) + 0.5) / CELLS
for h in (0.1, 1.0, 10.0):
    beta = roots(h)
    amp = weights(h, beta)
    rates, modes, overlap, fv_weights = finite_volume(h)
    assert np.allclose(rates[:4], beta[:4]**2, rtol=2e-4)
    for s in (0.02, 0.2, 1.0):
        mean_fv = np.sum(fv_weights * np.exp(-rates * s))
        assert abs(mean_fv - np.sum(amp * np.exp(-beta**2 * s))) < 1e-4
        profile_fv = modes @ (overlap * np.exp(-rates * s))
        factor = (2 * h * np.exp(-beta**2 * s)
                  / ((beta**2 + h**2 + h) * np.cos(beta)))
        profile = np.cos(np.outer(centres, beta)) @ factor
        assert np.max(abs(profile_fv - profile)) < 1e-4
        assert np.all(np.diff(profile_fv) < 1e-10)
    # Time integral: surface delay plus bulk delay.
    assert abs(np.sum(fv_weights / rates) - (1 / h + 1 / 3)) < 1e-4

# Bounds on the slowest rate and on the error of the lumped law.
for h in (0.05, 0.2, 1.0, 5.0, 20.0, 100.0):
    rates, modes, overlap, fv_weights = finite_volume(h)
    assert h / (1 + 4 * h / np.pi**2) < rates[0] < h / (1 + h / 3)
    s = np.linspace(0, 10, 501) / h
    mean_fv = np.exp(-np.outer(s, rates)) @ fv_weights
    gap = mean_fv - np.exp(-h * s)
    assert gap.min() > -1e-10
    assert gap.max() < 4 * h / (np.pi**2 * np.e)
    # Tolerance covers the spatial grid error in the slowest rate.
    assert np.all(mean_fv <= np.exp(-roots(h, 1)[0]**2 * s) + 2e-5)

# Small-h profile drop and largest lumping error.
h = 0.01
rates, modes, overlap, fv_weights = finite_volume(h)
slow = modes[:, 0]
surface = slow[-1] / (1 + h / (2 * CELLS))
drop = (slow[0] - surface) / slow.mean()
assert abs(drop / (h / 2 * (1 - h / 4)) - 1) < 1e-4
s = np.linspace(0, 10, 2001) / h
gap = np.exp(-np.outer(s, rates)) @ fv_weights - np.exp(-h * s)
assert abs(gap.max() / (h / (3 * np.e)) - 1) < 0.02

# Diffusion-limited end; corrections are of order 1/h.
rates, modes, overlap, fv_weights = finite_volume(1000.0)
assert abs(rates[0] / (np.pi**2 / 4) - 1) < 3e-3
assert abs(fv_weights[0] / (8 / np.pi**2) - 1) < 3e-3

# Both expansion remainders must be cubic in h: halving h divides by 8.
mp.mp.dps = 40


def remainders(h):
    b = mp.findroot(lambda z: z * mp.tan(z) - h, mp.sqrt(h))
    weight = 2 * h**2 / (b**2 * (b**2 + h**2 + h))
    return (b**2 / h - (1 - h / 3 + 4 * h**2 / 45),
            weight - (1 - h**2 / 45))


for coarse, fine in zip(remainders(mp.mpf("0.01")), remainders(mp.mpf("0.005"))):
    assert abs(coarse / fine - 8) < 0.1

# Example: rough typical values for a praseodymium-doped ceria film.
L_nm, k, D, T = 200.0, 1e-6, 1e-6, 973.0
L = L_nm * 1e-7                         # cm
tau = L / k                             # s
h = k * L / D
beta = roots(h)
amp = weights(h, beta)
slow_rate = beta[0]**2 * D / L**2
assert abs((1 - slow_rate * tau) / (h / 3) - 1) < 1e-3
mean_at_tau = np.sum(amp * np.exp(-beta**2 * D * tau / L**2))
h_one_percent = brentq(lambda q: roots(q, 1)[0]**2 / q - 0.99, 1e-3, 0.2)

print(f"film thickness L = {L_nm:.0f} nm")
print(f"exchange coefficient k = {k:.1e} cm/s (rough)")
print(f"diffusion coefficient D = {D:.1e} cm2/s (rough)")
print(f"anneal temperature = {T:.0f} K")
print(f"h = kL/D = {h:.2e}")
print(f"surface time L/k = {tau:.2f} s")
print(f"surface rate k/L = {1 / tau:.4f} 1/s")
print(f"diffusion time L^2/D = {L**2 / D:.2e} s")
print(f"bulk delay L^2/(3D) = {L**2 / (3 * D):.2e} s")
print(f"first root beta_1 = {beta[0]:.6f}")
print(f"slowest exact rate = {slow_rate:.6f} 1/s")
print(f"relative rate deficit = {1 - slow_rate * tau:.2e}")
print(f"M at t = L/k: {mean_at_tau:.6f}")
print(f"M - exp(-1) there = {mean_at_tau - np.exp(-1):.2e}")
print(f"bound on lumping error = {4 * h / (np.pi**2 * np.e):.2e}")
print(f"half-relaxation time = {tau * np.log(2):.2f} s")
print(f"99 percent relaxation time = {tau * np.log(100):.1f} s")
print(f"h for 1 percent rate deficit = {h_one_percent:.4f}")
print(f"thickness for that h = {h_one_percent * D / k * 1e4:.0f} um")
print(f"rate deficit if D is 100 times lower = "
      f"{1 - roots(100 * h, 1)[0]**2 / (100 * h):.2e}")

print("h | slow rate/(k/L) | A_1 | largest M-exp(-kt/L)")
for q in (0.01, 0.1, 1.0, 10.0):
    b = roots(q, 1)[0]
    rates, modes, overlap, fv_weights = finite_volume(q)
    s = np.linspace(0, 15, 3001) / q
    gap = np.exp(-np.outer(s, rates)) @ fv_weights - np.exp(-q * s)
    print(f"{q:5.2f} | {b**2 / q:.5f} | {weights(q, b):.6f} | {gap.max():.5f}")

# Nonlinear exchange: two Pr3+ ions per vacancy, mass-action kinetics.
pr_fraction, vac_end, vac_start = 0.10, 0.020, 0.022


def net_rate(vac):
    pr4_ratio = (pr_fraction - 2 * vac) / (pr_fraction - 2 * vac_end)
    return (vac / vac_end)**3 - pr4_ratio**2


step = 1e-6
slope = (net_rate(vac_end + step) - net_rate(vac_end - step)) / (2 * step)
assert abs(slope / (3 / vac_end + 4 / (pr_fraction - 2 * vac_end)) - 1) < 1e-6
initial_ratio = net_rate(vac_start) / (slope * (vac_start - vac_end))
middle = (vac_start + vac_end) / 2
half_nonlinear = tau * quad(lambda v: slope / net_rate(v), middle, vac_start)[0]
pressure_end = 160.0                    # Torr
pr4_start = (pr_fraction - 2 * vac_start) / (pr_fraction - 2 * vac_end)
pressure_start = pressure_end * (pr4_start**2 / (vac_start / vac_end)**3)**2
print(f"Pr fraction of cations = {pr_fraction:.2f}")
print(f"vacancies per formula unit: {vac_start:.3f} to {vac_end:.3f}")
print(f"oxygen pressure: {pressure_start:.0f} to {pressure_end:.0f} Torr")
print(f"nonlinear/linear initial rate = {initial_ratio:.3f}")
print(f"nonlinear half time = {half_nonlinear:.2f} s")

# Temperature error and extrapolation to a temperature of use.
kB_eV = const.k / const.e
energy_k, energy_D, T_error, T_use = 1.0, 0.6, 5.0, 358.0
k_change = np.exp(energy_k / kB_eV * (1 / T - 1 / (T + T_error))) - 1
inverse_shift = (1 / T_use - 1 / T) / kB_eV
tau_use = tau * np.exp(energy_k * inverse_shift)
h_use = h * np.exp(-(energy_k - energy_D) * inverse_shift)
print(f"activation energies k, D = {energy_k:.1f}, {energy_D:.1f} eV (rough)")
print(f"change of k for {T_error:.0f} K error = {100 * k_change:.1f} percent")
print(f"extrapolated L/k at {T_use:.0f} K = {tau_use:.1e} s")
print(f"extrapolated h at {T_use:.0f} K = {h_use:.1e}")

# Gas flushing: a well-mixed chamber replaces the ideal pressure step.
chamber_cm3, flow_sccm = 10.0, 500.0
flush = chamber_cm3 / (flow_sccm / 60 * T / 273.15)
response = solve_ivp(
    lambda t, y: [-(y[0] - np.exp(-t / flush)) / tau, y[0]],
    (0, 40 * tau), [1.0, 0.0], method="LSODA", rtol=1e-9, atol=1e-11)
assert response.success
assert abs(response.y[1, -1] - tau - flush) < 1e-4 * tau
print(f"chamber = {chamber_cm3:.0f} cm3, flow = {flow_sccm:.0f} sccm")
print(f"gas flush time = {flush:.2f} s")
print(f"added mean delay / (L/k) = {100 * flush / tau:.1f} percent")

# Gas supply, edge area and screening length.
lattice_nm, gas_D, gas_layer = 0.541, 1.5, 1.0
formula_density = 4 / (lattice_nm * 1e-7)**3
oxygen_flux = k * (vac_start - vac_end) * formula_density / 2
torr_pa = const.atm / 760
gas_density = pressure_end * torr_pa / (const.k * T) * 1e-6
depletion = oxygen_flux * gas_layer / (gas_D * gas_density)
width_cm = 0.5
permittivity = 25.0
# Doubly charged vacancies and twice as many singly charged Pr3+ ions.
charge_sum = (4 * vac_end + 2 * vac_end) * formula_density * 1e6
debye_nm = 1e9 * np.sqrt(permittivity * const.epsilon_0 * const.k * T
                         / (const.e**2 * charge_sum))
print(f"gas D = {gas_D:.1f} cm2/s, layer = {gas_layer:.0f} cm (rough)")
print(f"initial O2 uptake = {oxygen_flux:.2e} molecules/(cm2 s)")
print(f"relative O2 depletion at surface = {depletion:.1e}")
print(f"edge/top area, {10 * width_cm:.0f} mm square = {4 * L / width_cm:.1e}")
print(f"relative permittivity = {permittivity:.0f} (rough)")
print(f"dilute Debye length = {debye_nm:.2f} nm")
print(f"Debye length / L = {debye_nm / L_nm:.1e}")

print("every check passed")
```

Running it gives:

```
film thickness L = 200 nm
exchange coefficient k = 1.0e-06 cm/s (rough)
diffusion coefficient D = 1.0e-06 cm2/s (rough)
anneal temperature = 973 K
h = kL/D = 2.00e-05
surface time L/k = 20.00 s
surface rate k/L = 0.0500 1/s
diffusion time L^2/D = 4.00e-04 s
bulk delay L^2/(3D) = 1.33e-04 s
first root beta_1 = 0.004472
slowest exact rate = 0.050000 1/s
relative rate deficit = 6.67e-06
M at t = L/k: 0.367882
M - exp(-1) there = 2.45e-06
bound on lumping error = 2.98e-06
half-relaxation time = 13.86 s
99 percent relaxation time = 92.1 s
h for 1 percent rate deficit = 0.0302
thickness for that h = 302 um
rate deficit if D is 100 times lower = 6.66e-04
h | slow rate/(k/L) | A_1 | largest M-exp(-kt/L)
 0.01 | 0.99668 | 0.999998 | 0.00122
 0.10 | 0.96754 | 0.999788 | 0.01206
 1.00 | 0.74017 | 0.986094 | 0.10448
10.00 | 0.20417 | 0.874309 | 0.44876
Pr fraction of cations = 0.10
vacancies per formula unit: 0.022 to 0.020
oxygen pressure: 69 to 160 Torr
nonlinear/linear initial rate = 1.061
nonlinear half time = 13.28 s
activation energies k, D = 1.0, 0.6 eV (rough)
change of k for 5 K error = 6.3 percent
extrapolated L/k at 358 K = 1.6e+10 s
extrapolated h at 358 K = 5.5e-09
chamber = 10 cm3, flow = 500 sccm
gas flush time = 0.34 s
added mean delay / (L/k) = 1.7 percent
gas D = 1.5 cm2/s, layer = 1 cm (rough)
initial O2 uptake = 2.53e+13 molecules/(cm2 s)
relative O2 depletion at surface = 1.1e-05
edge/top area, 5 mm square = 1.6e-04
relative permittivity = 25 (rough)
dilute Debye length = 0.20 nm
Debye length / L = 9.8e-04
every check passed
```
